# Equivalent constant stress of a linear voltage ramp for power-law lifetime, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From a changing voltage to an equivalent time

**Q.** I have a capacitor whose voltage was raised steadily until the dielectric broke down. My lifetime data were taken at constant voltage. What could it mean to compare the two?

**A.** It means finding a time at constant voltage that wears the dielectric as much as the ramp did. First the symbols. Let \(\eta(V)\) be the characteristic life at constant voltage \(V\): the time by which a fraction \(1-1/e\), or 63.2 %, of nominally identical devices have failed. I take the inverse power law

\[
\eta(V)=\eta_s\left(\frac{V_s}{V}\right)^{n},\qquad n>0,
\]

where \(V_s\) is a chosen reference voltage and \(\eta_s\) is the life there. The exponent \(n\) has no unit. The ramp is

\[
V(t)=Rt,
\]

with constant rate \(R\), starting from zero at \(t=0\). Breakdown comes at the voltage \(V_b\), after the duration \(T=V_b/R\). We seek the time \(t_{\rm eq}\) at the constant voltage \(V_b\) that does the same damage.

**Q.** You have slipped in the word "damage". Lives measured at constant voltage say nothing about a device whose voltage changes.

**A.** By themselves they do not. A further assumption is needed, and it is best stated through a mechanism. Suppose that the dielectric passes through a set of internal states as defects form, and that the last state is breakdown, from which there is no return. Collect the probabilities of the states in a vector \(p\). Let the voltage speed up every transition by one common factor \(g(V)\), set by the voltage at that moment:

\[
\frac{dp}{dt}=g(V(t))\,M\,p .
\]

The matrix \(M\) is constant. It holds the relative rates of the transitions, whereas \(g\) holds all the voltage dependence. Now define a clock that runs faster at higher voltage:

\[
\theta(t)=\int_0^t g(V(t'))\,dt',\qquad \frac{d\theta}{dt}=g(V(t)).
\]

The chain rule gives \(dp/dt=(dp/d\theta)\,g\). Setting this equal to \(gMp\) and dividing by \(g\), which is positive once the voltage is on, leaves

\[
\frac{dp}{d\theta}=Mp .
\]

The voltage has dropped out. Devices that start in the same state have the same \(p\) whenever their clocks show the same \(\theta\), however the voltage got them there. The failed fraction is one component of \(p\), so it too is a function of \(\theta\) alone.

**Q.** I cannot read \(\theta\) on any instrument. How is it tied to the measured life?

**A.** Through the constant-voltage experiment. There \(g\) does not change, so \(\theta=g(V)t\). Let \(\theta_{63}\) be the clock reading at which 63.2 % have failed. It is the same number at every voltage, because \(M\) is. The life therefore satisfies

\[
g(V)\,\eta(V)=\theta_{63}
\quad\Longrightarrow\quad
g(V)=\frac{\theta_{63}}{\eta(V)} .
\]

Divide the clock reading by \(\theta_{63}\) and call the result the damage:

\[
D=\frac{\theta}{\theta_{63}}=\int_0^t\frac{dt'}{\eta(V(t'))}.
\]

Each short interval counts as a fraction of the life at the voltage then applied, and the fractions add. This is the cumulative-exposure assumption. \(D=1\) does not mean that a given device must fail; it means that 63.2 % of the population have failed.

**Q.** The common factor looks too convenient. What if one step of the mechanism responds to voltage and another does not?

**A.** Then the clock fails, and a small case shows why. Let breakdown need step A followed by step B. Step A runs at high voltage and stops at zero voltage, while step B runs at a fixed rate whatever the voltage. Give one device an hour at high voltage and then an hour at zero. Give a second device the same two hours in the opposite order. In the first, A can finish early and B can use the whole second hour. In the second, A cannot begin until the second hour, so B has less than an hour left. The failure probabilities differ, although both devices spent equal times at each voltage. An integral of the form \(\int g(V)\,dt\) gives both histories the same value, so no choice of \(g\) can describe them.

**Q.** Then let us grant the common factor and keep that warning. How do you turn the damage into a time at \(V_b\)?

**A.** At constant \(V_b\), a time \(t_{\rm eq}\) does the damage \(t_{\rm eq}/\eta(V_b)\). Set this equal to the damage of the ramp:

\[
\frac{t_{\rm eq}}{\eta(V_b)}=\int_0^T\frac{dt}{\eta(V(t))}.
\]

Multiply by \(\eta(V_b)\), which is a constant and may go under the integral:

\[
t_{\rm eq}=\int_0^T\frac{\eta(V_b)}{\eta(V(t))}\,dt .
\]

The power law gives the ratio of lives:

\[
\frac{\eta(V_b)}{\eta(V)}
=\frac{\eta_s V_s^n V_b^{-n}}{\eta_s V_s^n V^{-n}}
=\left(\frac{V}{V_b}\right)^n .
\]

The reference life and voltage cancel, and there remains

\[
t_{\rm eq}=\int_0^T\left(\frac{V(t)}{V_b}\right)^n dt .
\]

Each moment of the ramp is weighted by how fast the device wears then, relative to how fast it wears at the end.

**Q.** And what does the integral give for the straight ramp?

**A.** Since \(V=Rt\) and \(V_b=RT\), the ratio \(V/V_b\) equals \(t/T\). Put \(x=t/T\). Then \(dt=T\,dx\), and the limits \(t=0\) and \(t=T\) become \(x=0\) and \(x=1\):

\[
t_{\rm eq}=T\int_0^1x^n\,dx
=T\left[\frac{x^{n+1}}{n+1}\right]_0^1
=\frac{T}{n+1}.
\]

The ramp rate appears only through \(T\). The duration of the ramp is divided by \(n+1\) to give the equivalent time at the final voltage.

**Q.** I would have used the mean voltage, \(V_b/2\), for the whole duration. Why is that wrong?

**A.** Because the wear rate is not linear in voltage unless \(n=1\). Holding \(V_b/2\) for the time \(T\) is equivalent to a time \(T(1/2)^n\) at \(V_b\). For \(n=1\) this is \(T/2\), in agreement with \(T/(n+1)\). For \(n=40\) it is about \(10^{-12}T\), whereas the ramp is worth \(T/41\). The mean voltage misses the end of the ramp, where the wear is fastest.

The other limits are also as they should be. As \(n\to0\) the voltage ceases to matter and \(t_{\rm eq}\to T\). As \(n\) grows, less and less of the ramp counts.

**Q.** Your power law gives an infinite life at zero voltage, and the ramp starts there. Does that not spoil the integral?

**A.** The integral contains \(1/\eta\), which goes to zero at zero voltage. The start adds almost nothing. To see where the damage is done, stop the integral at an intermediate voltage \(V\), that is at \(x=V/V_b\). The share of the damage done up to there is

\[
\frac{\int_0^{V/V_b}x^n\,dx}{\int_0^1x^n\,dx}
=\left(\frac{V}{V_b}\right)^{n+1}.
\]

Setting the share to one half gives

\[
V_{1/2}=V_b\,2^{-1/(n+1)} .
\]

Half of the damage is done above this voltage. For large \(n\) it lies close to \(V_b\), so the power law needs to be good mainly near the end of the ramp.

**Q.** All this concerned a population. I have one device in my hand, and it broke at its own \(V_b\).

**A.** The derivation never set \(D\) to one. In the model, chance fixes the clock reading at which a particular device fails, and the distribution of that reading does not depend on the voltage history. A device that failed on the ramp at damage \(D\) therefore stands for one that would have failed at constant \(V_b\) after \(D\,\eta(V_b)=T/(n+1)\). The second failure cannot be observed on the same device. What can be checked is that a set of converted times has the distribution of times measured at constant stress.

**Q.** For such a set each device has its own \(V_b\). You would be comparing times at different voltages.

**A.** They must first be brought to one common voltage \(V_s\). The damage is kept equal:

\[
\frac{t_s}{\eta(V_s)}=\frac{t_{\rm eq}}{\eta(V_b)} .
\]

Solving for \(t_s\) and using the ratio of lives,

\[
t_s=t_{\rm eq}\,\frac{\eta(V_s)}{\eta(V_b)}
=\frac{T}{n+1}\left(\frac{V_b}{V_s}\right)^n .
\]

For \(V_s<V_b\) the last factor exceeds one, since a gentler stress needs more time. With \(T=V_b/R\) the formula also reads

\[
t_s=\frac{V_b^{\,n+1}}{(n+1)\,R\,V_s^{\,n}} .
\]

A small relative error in \(V_b\) is thus multiplied by \(n+1\) in \(t_s\).

**Q.** Put in numbers, please, for something like a real oxide.

**A.** Take round parameters in the rough range of a thin silicon dioxide gate: thickness 2.5 nm, area \(10^{-6}\) cm², temperature 400 K, \(n=40\), and a characteristic life of 1000 s at \(V_s=3.5\) V. The ramp rate is 0.1 V/s. I first need the voltage \(V_{63}\) at which 63.2 % of the devices have failed on the ramp. There \(D=1\), so \(t_s=\eta_s\). The last formula gives

\[
V_{63}^{\,n+1}=(n+1)\,R\,\eta_s\,V_s^{\,n}.
\]

Divide both sides by \(V_s^{\,n+1}\):

\[
\left(\frac{V_{63}}{V_s}\right)^{41}
=\frac{41\times0.1\times1000}{3.5}=1171 .
\]

The 41st root of 1171 is 1.188, and \(V_{63}=1.188\times3.5=4.158\) V. The ramp reaches it after

\[
T=\frac{4.158\ \text{V}}{0.1\ \text{V/s}}=41.58\ \text{s},
\qquad
t_{\rm eq}=\frac{41.58\ \text{s}}{41}=1.014\ \text{s}.
\]

So a ramp of about 42 s is worth about one second at 4.16 V. Half of the damage is done above 4.089 V, in the last 70 mV, which take 0.7 s.

At 3.5 V the equivalent time is longer by the factor \((V_{63}/V_s)^{40}=986\), which gives \(1.014\times986=1000\) s.

**Q.** You put in 1000 s and got out 1000 s. That proves nothing.

**A.** It shows that the arithmetic is consistent, and no more, because \(V_{63}\) was defined by \(D=1\). A better check is to let the kinetics decide, without using the damage integral. Take a chain of three defect steps, with rates \(V^{10}\), \(2V^{10}\) and \(V^{10}\) in scaled units, and solve its rate equations numerically. Do it once on a ramp of unit rate, and once at the constant voltage at which half of the ramped devices have failed. The ratio of the two median times comes out as 11.0000, which is \(n+1\) for \(n=10\).

**Q.** And if the steps do not share one exponent?

**A.** Change the third rate to \(V^{2}\) and leave the other two alone. The ratio is then 5.697. One might hope to rescue the rule with the local exponent, the slope of \(-\ln(\text{median life})\) against \(\ln V\) at the final voltage of the ramp. That exponent plus one is 3.380. Dividing the duration by 3.380 would overstate the equivalent time by 69 % relative to the true one. Two things go wrong here. First, the life of this chain is not a power law over the ramp: its local exponent falls from about 7 at 60 % of the final voltage to 2.4 at the end. Putting the chain's actual median life at each voltage into the damage integral removes that error and gives the divisor 4.66. Second, this divisor still overstates the equivalent time by 22 %. That remainder is the failure of the common clock, which the two-step argument said could occur. A straight line of constant-stress lives on logarithmic axes, over a narrow range of voltage, is therefore no proof that a ramp may be converted.

## Part 2. Statistics, real ramps and the limits of the rule

**Q.** Before we go on, restate what you carry over.

**A.** The characteristic life at constant voltage is \(\eta(V)=\eta_s(V_s/V)^n\). The ramp \(V=Rt\) starts at zero and ends at \(V_b\) after \(T=V_b/R\). Voltage sets the speed of wear-out by one common factor, so the failed fraction depends on the history through the damage \(D=\int dt/\eta\). The equivalent time at \(V_b\) is

\[
t_{\rm eq}=\int_0^T\left(\frac{V}{V_b}\right)^n dt=\frac{T}{n+1},
\]

and at the voltage \(V_s\) it is \(t_s=t_{\rm eq}(V_b/V_s)^n\). The example has \(n=40\), \(R=0.1\) V/s and \(\eta_s=1000\) s at 3.5 V. Its characteristic breakdown voltage is \(V_{63}=4.158\) V, with \(T=41.58\) s and \(t_{\rm eq}=1.014\) s.

**Q.** My constant-stress times scatter widely, yet my breakdown voltages lie close together. Can one clock explain both?

**A.** Yes. Describe the constant-stress failures by a Weibull distribution with shape \(\beta\), the same at all voltages:

\[
F=1-\exp\left[-\left(\frac{t}{\eta(V)}\right)^{\beta}\right].
\]

At constant voltage \(t/\eta=D\), so the failed fraction as a function of damage is \(F=1-e^{-D^\beta}\). By the clock assumption this holds on the ramp as well. A finite set of states with constant relative rates can in general only approximate a Weibull distribution, but this step needs only the common clock. The damage on the ramp up to voltage \(V\) is

\[
D=\int_0^{V}\frac{dV'}{R\,\eta(V')}
=\frac{1}{R\,\eta_sV_s^n}\int_0^V V'^{\,n}dV'
=\frac{V^{n+1}}{(n+1)R\,\eta_sV_s^n}
=\left(\frac{V}{V_{63}}\right)^{n+1}.
\]

The first step uses \(dt=dV'/R\), and the last uses the definition \(D(V_{63})=1\). Inserting this \(D\) gives

\[
F=1-\exp\left[-\left(\frac{V}{V_{63}}\right)^{\beta(n+1)}\right].
\]

The breakdown voltages again follow a Weibull distribution, with its shape raised from \(\beta\) to \(\beta(n+1)\). With \(\beta=1.2\) the new shape is \(1.2\times41=49.2\). The model then puts 10 % failed at 3.97 V, 50 % at 4.13 V and 90 % at 4.23 V.

If voltage speeds up all wear-out steps by one common factor and life follows the power law, a ramp from zero lasting \(T\) is worth \(T/(n+1)\) at its final voltage, and Weibull lives of shape \(\beta\) give breakdown voltages of shape \(\beta(n+1)\). It remains to compare the two distributions in numbers, to find \(n\) from ramps alone, and to see how other ramp shapes, other assumptions about memory and voltage, and leakage current affect the rule.

Numerical values quoted here were computed with a short program.
